# The Lorentzian Spectrum of a Two-Level Telegraph Current, part 2

The drain current $I(t)$ of a small transistor jumps between $I_{\rm low}$ and $I_{\rm high}=I_{\rm low}+\Delta I$, with $\Delta I>0$ the full step. We want to know what the noise spectrum of this telegraph current reveals about the step and the dwell times. The dwell times are independent and exponentially distributed, with means $\tau_h$ (high) and $\tau_l$ (low). The levels are occupied with probabilities $p_h=\tau_h/(\tau_h+\tau_l)$ and $p_l=\tau_l/(\tau_h+\tau_l)$, and there are on average $\nu=2/(\tau_h+\tau_l)$ switches per unit time, counting both directions. The mean current is

$$\bar I=I_{\rm low}+p_h\,\Delta I. \tag{5}$$

The fluctuation $\delta I=I-\bar I$ has the autocovariance $C(t)=C(0)\,e^{-|t|/\tau}$, with variance $C(0)=\Delta I^2p_hp_l$ and correlation time $\tau$ given by $1/\tau=1/\tau_h+1/\tau_l$.

Spectral densities are one-sided, in current squared per hertz. With $\omega=2\pi f$, a record of length $T$ has

$$A_T(f)=\int_0^T\delta I(t)\,e^{-i\omega t}\,dt,\qquad S_T(f)=\frac2T\langle|A_T(f)|^2\rangle,\quad f>0. \tag{19}$$

Angle brackets denote an average over realizations. The density satisfies

$$\int_0^\infty S_T(f)\,df=C(0). \tag{20}$$

In terms of the time difference $u$,

$$\begin{aligned}
S_T(f)&=2\int_{-T}^{T}\left(1-\frac{|u|}{T}\right)C(u)e^{-i\omega u}\,du\\
&=4\int_0^T\left(1-\frac uT\right)C(u)\cos(\omega u)\,du.
\end{aligned}\tag{22}$$

If the mean is not subtracted, $\bar I$ adds to the averaged periodogram the term

$$\frac{2\bar I^2}{T}\left|\int_0^Te^{-i\omega t}dt\right|^2=\frac{2\bar I^2}{T}\,\frac{\sin^2(\pi fT)}{(\pi f)^2} \tag{25}$$

which is zero at $f=n/T$, with $n$ a positive integer. For $T\to\infty$, $S_T$ tends to the Lorentzian

$$S(f)=\frac{4\Delta I^2p_hp_l\,\tau}{1+(2\pi f\tau)^2}. \tag{28}$$

Written with the dwell times, this is

$$S(f)=\frac{4\Delta I^2}{(\tau_h+\tau_l)\left[\left(\dfrac1{\tau_h}+\dfrac1{\tau_l}\right)^2+(2\pi f)^2\right]}. \tag{29}$$

The worked example has $I_{\rm low}=1000$ nA, $\Delta I=20$ nA, $\tau_h=3$ ms and $\tau_l=1$ ms. Hence $p_h=0.75$, $p_l=0.25$, $\bar I=1015$ nA, $\tau=0.75$ ms, $C(0)=75\ {\rm nA^2}$ and $\nu=500$ switches per second.

### Plateau, corner and total power

At low frequency the spectrum tends to the plateau

$$S_0=4C(0)\tau=\frac{4\Delta I^2\tau_h^2\tau_l^2}{(\tau_h+\tau_l)^3}, \tag{30}$$

and it falls to half of this at the corner frequency

$$f_c=\frac1{2\pi\tau}=\frac1{2\pi}\left(\frac1{\tau_h}+\frac1{\tau_l}\right). \tag{31}$$

In these terms $S=S_0/(1+f^2/f_c^2)$. The example gives

$$S_0=4\times75\times0.75\times10^{-3}=0.225\ {\rm nA^2/Hz},\qquad f_c=212.2\ {\rm Hz}. \tag{32}$$

At 1000 Hz the ratio $f^2/f_c^2$ is 22.2, so the density is $0.225/23.2=0.0097\ {\rm nA^2/Hz}$.

The power up to a frequency $F$ follows from the integral of $1/(1+x^2)$. Since $S_0f_c=4C(0)\tau/(2\pi\tau)=2C(0)/\pi$,

$$\int_0^FS(f)\,df=\frac{2C(0)}{\pi}\arctan\frac F{f_c}. \tag{33}$$

For $F\to\infty$ the arctangent is $\pi/2$ and the result is the variance, as (20) requires. For $F=f_c$ it is $\pi/4$, so half the variance, $37.5\ {\rm nA^2}$ here, lies below the corner. The other half is spread over the slow tail. For $F\gg f_c$ the missing fraction is about $2f_c/(\pi F)$, which is 1.4% of the variance for a measurement that stops at 10 kHz.

The plateau does not have to peak where the two levels are equally occupied. Suppose that $\tau_h$ is varied while $\tau_l$ and $\Delta I$ stay fixed. This is an idealization: in a real transistor a change of gate voltage generally alters $\tau_l$ and $\Delta I$ as well, and the maximum then lies elsewhere. Differentiating the logarithm of (30) gives

$$\frac{\partial\ln S_0}{\partial\tau_h}=\frac2{\tau_h}-\frac3{\tau_h+\tau_l}, \tag{34}$$

which is zero at $\tau_h=2\tau_l$ and changes there from positive to negative. The variance is largest at $\tau_h=\tau_l$, but the plateau also contains the correlation time, which still grows with $\tau_h$. If instead $\tau$ is held fixed, (28) shows that the plateau is largest at equal occupation.

### The tail counts the switches

Far above the corner, the first term in the square bracket of (29) can be dropped. With $\nu=2/(\tau_h+\tau_l)$,

$$S(f)\simeq\frac{2\nu\,\Delta I^2}{(2\pi f)^2},\qquad f\gg f_c. \tag{35}$$

The tail depends on the step and on how often it occurs. To see why, return to the finite record and integrate $A_T$ in (19) by parts. Between switches the current is constant, so the contributions come from the jumps:

$$A_T=\frac1{i\omega}\left[\sum_kd_k\,e^{-i\omega t_k}+\text{end terms}\right],\qquad d_k=\pm\Delta I. \tag{36}$$

Here $t_k$ are the switching times, and the signs of $d_k$ alternate. The two end terms do not grow with $T$ and drop out of $S$ after division by $T$. In $|A_T|^2$, each jump multiplied by its own complex conjugate gives $\Delta I^2/\omega^2$. There are on average $\nu T$ jumps, and the factor $2/T$ turns their sum into (35). It remains to account for products of different jumps.

Let $\varphi_h=\langle e^{-i\omega t}\rangle$ be the average over a high dwell time $t$, and $\varphi_l$ the same for a low dwell time. Two jumps separated by $m$ dwells contribute with the sign $(-1)^m$. Since dwells are independent, the average phase factor is a product of $m$ factors. For even $m$ it is $(\varphi_h\varphi_l)^{m/2}$. For odd $m$ there is one extra dwell, high or low equally often, and the average is $\frac12(\varphi_h+\varphi_l)(\varphi_h\varphi_l)^{(m-1)/2}$. For dwell times with a probability density and $\omega>0$, $|\varphi_h\varphi_l|<1$. The geometric series over all $m\ge1$ is then

$$G=\frac{\varphi_h\varphi_l-\frac12(\varphi_h+\varphi_l)}{1-\varphi_h\varphi_l}. \tag{37}$$

Each pair occurs in both orders, with complex conjugate phases, so the diagonal result is multiplied by ${\rm Re}(1+2G)$. Combining the terms over one denominator gives

$$S(f)=\frac{2\nu\Delta I^2}{\omega^2}\,{\rm Re}\,\frac{(1-\varphi_h)(1-\varphi_l)}{1-\varphi_h\varphi_l}. \tag{38}$$

As $\omega\to\infty$, both $\varphi_h$ and $\varphi_l$ tend to zero, because the phase averages out over a smooth distribution of dwell times. The last factor tends to one, and (35) follows in this limit. For dwell times that vary little about their means, the condition $f\gg f_c$ alone is not enough: the frequency must be so high that both $\varphi_h$ and $\varphi_l$ are small.

Equation (38) holds for independent dwell times with any such distributions of finite mean. It therefore shows what the exponential assumption contributes. Define $a_h=1-\varphi_h$ and $a_l=1-\varphi_l$. Then $1-\varphi_h\varphi_l=a_h+a_l-a_ha_l$, and the fraction in (38) equals

$$\frac{1}{1/a_h+1/a_l-1}. \tag{39}$$

For an exponential dwell, $\varphi_h=1/(1+i\omega\tau_h)$, so $1/a_h=1+1/(i\omega\tau_h)$, and similarly for the low level. The denominator of (39) is $1+1/(i\omega\tau)$. The real part of its inverse is $\omega^2\tau^2/(1+\omega^2\tau^2)$, and (38) reproduces (29). This second route uses the switching times directly and does not need the autocovariance.

### When the dwell times are not exponential

Suppose that the dwell times have the same means but another distribution, with finite variances. Let $v_h$ be the variance of the high dwell time divided by $\tau_h^2$, and define $v_l$ likewise. The mean square of the high dwell is then $\tau_h^2(1+v_h)$. Expanding the exponential for small $\omega$ gives

$$a_h=i\omega\tau_h+\tfrac12\omega^2\tau_h^2(1+v_h)+\ldots,\qquad
\frac1{a_h}=\frac1{i\omega\tau_h}+\frac{1+v_h}{2}+\ldots \tag{40}$$

The omitted terms in $1/a_h$ vanish as $\omega\to0$. Adding the corresponding expression for the low level and subtracting one, we find that the denominator of (39) is $1/(i\omega\tau)+k$, with

$$k=\frac{v_h+v_l}{2}. \tag{41}$$

Its inverse has the real part $k\,\omega^2\tau^2$ to leading order. Since $2\nu\Delta I^2\tau^2=S_0$, the low-frequency limit of (38) is

$$S(0^+)=k\,S_0. \tag{42}$$

An exponential distribution has a variance equal to the square of its mean, so $v_h=v_l=1$ and $k=1$. Now let each dwell consist of two exponential stages in succession, each with half the total mean. The variances of the stages add, giving $v_h=2\times(1/2)^2=1/2$, and the same for $v_l$. Thus $k=1/2$. More regular dwell times make the slow fluctuations weaker.

For the example, a rate model with two stages per level gives a plateau of $0.1125\ {\rm nA^2/Hz}$, half the Lorentzian value. Its variance is still $75\ {\rm nA^2}$, because the levels and the fractions of time are the same. At 100 kHz its density is $1.013\times10^{-6}\ {\rm nA^2/Hz}$, in agreement with (35). Step, variance and mean dwell times therefore do not fix the spectrum. The derivation of (29) assumes exponential dwell times, and this assumption should be checked against a histogram of dwell times when the time record resolves them.

### Recovering the dwell times

A Lorentzian has two parameters, $S_0$ and $f_c$, whereas the telegraph current has three, $\Delta I$, $\tau_h$ and $\tau_l$. The step must come from elsewhere, for instance from the time record. Taking the reciprocal of the spectrum gives a straight line in $f^2$:

$$\frac1{S(f)}=\frac1{S_0}+\frac{f^2}{S_0f_c^2}. \tag{43}$$

In the example, $S=0.213166\ {\rm nA^2/Hz}$ at 50 Hz and $0.00969551\ {\rm nA^2/Hz}$ at 1000 Hz. The reciprocals are 4.69118 and 103.1405 Hz/nA². Their difference divided by $1000^2-50^2$ is the slope, $9.8696\times10^{-5}$ in the corresponding units. The intercept is $4.69118-50^2\times9.8696\times10^{-5}=4.4444$ Hz/nA². Hence $S_0=0.225\ {\rm nA^2/Hz}$, and $f_c=\sqrt{4.4444/(9.8696\times10^{-5})}=212.2$ Hz, so that $\tau=0.75$ ms.

From (30), the product of the occupations is

$$q=p_hp_l=\frac{S_0}{4\Delta I^2\tau}=\frac{0.225}{4\times400\times0.75\times10^{-3}}=0.1875. \tag{44}$$

The occupations add to one and have the product $q$. They are therefore the roots of $p^2-p+q=0$:

$$p_\pm=\frac{1\pm\sqrt{1-4q}}2=\frac{1\pm0.5}{2}=0.75,\ 0.25. \tag{45}$$

Since $\tau=\tau_hp_l=\tau_lp_h$, the two dwell times are $\tau/p_-=3$ ms and $\tau/p_+=1$ ms. The spectrum does not say which belongs to the high level, because (29) is unchanged when $\tau_h$ and $\tau_l$ are exchanged. The mean current decides, provided that $I_{\rm low}$ is also known. By (5) it is 1015 nA if the high dwell is the longer one, and 1005 nA if it is the shorter one.

Two limits of the method follow from (45). Real occupations require $q\le1/4$. If the step is unknown, (44) then still gives a lower bound, $\Delta I\ge\sqrt{S_0/\tau}$, which is 17.3 nA here. If the step is known and $q$ comes out above $1/4$, either the data are in error or the model does not apply. Furthermore, $dp_+/dq=-1/\sqrt{1-4q}$ diverges as $q\to1/4$. For nearly equal dwell times, a small error in the plateau therefore becomes a large error in the occupations. If both levels are known from the time record, $p_h$ can instead be taken from the mean current through (5). That relation is linear in $p_h$ and has no such divergence. The plateau then serves as a partial check on the model. Passing it does not prove that the dwell times are exponential. By (42), any distributions with $v_h+v_l=2$ and the same means give the same plateau. The corner, from which $\tau$ is read, may then move, but it need not: (39) depends only on the sum $1/a_h+1/a_l$, so departures from the exponential form in the two levels can cancel.

### Finite records

The effect of a finite record can now be given relative to the spectrum itself. With $x=\omega\tau$, the term in $u/T$ in (22) needs the integral

$${\rm Re}\int_0^\infty u\,e^{-u/\tau}e^{-i\omega u}du={\rm Re}\,\frac{\tau^2}{(1+ix)^2}=\frac{\tau^2(1-x^2)}{(1+x^2)^2}. \tag{46}$$

Multiplying by $-4C(0)/T$ and dividing by $S=4C(0)\tau/(1+x^2)$ gives

$$\frac{S_T-S}{S}\simeq-\frac\tau T\,\frac{1-x^2}{1+x^2}, \tag{47}$$

apart from terms that contain $e^{-T/\tau}$. The magnitude does not exceed $\tau/T$. For records of 0.3 s in the example this is 0.25% of the local density. This holds when the mean current has been removed, or at the frequencies $f=n/T$. Otherwise the term (25) must be added, and it can dominate: at 51.7 Hz, midway between two such frequencies, it is about $260\ {\rm nA^2/Hz}$, more than a thousand times the Lorentzian.

The random scatter of a periodogram is a separate matter, and it is reduced by averaging. Averaging 8000 simulated records of this length, built from random exponential dwell times, gave $0.212\pm0.002\ {\rm nA^2/Hz}$ at 50 Hz, where (29) gives 0.213. At 1000 Hz the average was $0.0098\pm0.0001\ {\rm nA^2/Hz}$, against 0.0097. Both frequencies are of the form $n/T$, so the constant current does not contribute. The uncertainties are standard errors, and neither difference exceeds one of them. The remaining values are in the numerical output.

## Table of computed values

```
low current level: 1000.0 nA
current step: 20.0 nA
mean dwell time, high level: 3.000 ms
mean dwell time, low level: 1.000 ms
probability of high level: 0.7500 (no unit)
probability of low level: 0.2500 (no unit)
mean current: 1015.000 nA
correlation time: 0.7500 ms
variance: 75.0000 nA^2
rms fluctuation: 8.6603 nA
autocovariance at 1 ms: 19.7698 nA^2
switches per second: 500.00 1/s
corner frequency: 212.207 Hz
plateau: 0.225000 nA^2/Hz
spectrum at corner: 0.112500 nA^2/Hz
spectrum at 50 Hz: 2.13166e-01 nA^2/Hz
spectrum at 200 Hz: 1.19157e-01 nA^2/Hz
spectrum at 1000 Hz: 9.69551e-03 nA^2/Hz
spectrum at 10000 Hz: 1.01276e-04 nA^2/Hz
integrated spectrum: 75.0000 nA^2
integral below corner: 37.5000 nA^2
plateau from two values: 0.225000 nA^2/Hz
corner from two values: 212.207 Hz
recovered p_high*p_low: 0.18750 (no unit)
recovered longer dwell time: 3.0000 ms
recovered shorter dwell time: 1.0000 ms
mean current if dwell times swap: 1005.000 nA
two-stage dwells, variance: 75.0000 nA^2
two-stage dwells, plateau: 0.112500 nA^2/Hz
two-stage dwells, at 100 kHz: 1.01322e-06 nA^2/Hz
tail law at 100 kHz: 1.01321e-06 nA^2/Hz
simulated records: 8000 (count)
length of each record: 0.30 s
simulated switches per second: 500.36 1/s
simulated spectrum at 50 Hz: 0.21205 +/- 0.00241 nA^2/Hz
simulated spectrum at 200 Hz: 0.11928 +/- 0.00133 nA^2/Hz
simulated spectrum at 1000 Hz: 0.00979 +/- 0.00011 nA^2/Hz
```
